# Drift of a Spherical Void by Surface and Vapour Transport, part 2

A spherical void of radius $R$ lies in a large isotropic solid. Far away the temperature gradient is uniform, of magnitude $G$, toward $+z$. We seek the void's speed $V$ relative to the lattice, positive toward the hot side. The distance from the centre is $r$, and $\theta$ is the angle from the $z$ axis. Boltzmann's constant is $k$, and $T$ in a coefficient is the temperature at the void's centre. Quantities are steady and expanded to first order in $G$.

The wall temperature is

$$T_w(\theta)=T+\beta GR\cos\theta, \tag{1}$$

with $\beta=3k_s/(2k_s+k_v)$ for conductivities $k_s$ of the solid and $k_v$ of the void; $\beta=3/2$ if the void does not conduct. If $j$ is the net number of atoms, each of volume $\Omega$, removed per unit area and time, the wall moves into the solid at

$$v_n=\Omega j, \tag{4}$$

and a sphere moving as a whole has

$$v_n=V\cos\theta. \tag{2}$$

Surface diffusion gives

$$\boxed{V_s=\frac{2\beta\,\delta D_sQ_s}{kT^2}\,\frac{G}{R}} \tag{6}$$

with layer thickness $\delta$, surface diffusivity $D_s$ and effective surface heat $Q_s$, the sum of the adatom formation energy and heat of transport.

With surface tension $\gamma$, adding an atom to the wall lowers the surface energy by $2\Omega\gamma/R$ (section 7).

Section 10 treats an empty void in which vapour atoms of mass $m$ fly freely from wall to wall. At vapour pressure $p(T)$ the equilibrium flux onto a wall is

$$\Phi(T)=\frac{p(T)}{\sqrt{2\pi mkT}}.$$

A fraction $\alpha$ of arriving atoms sticks, and the wall emits $\alpha\Phi(T)$. Emitted and reflected atoms leave with the cosine distribution. Every part of the wall then receives the same flux $I$, the mean of the outgoing flux over the sphere.

The example, in the regime of niobium, has $T=2400$ K, $kT=0.2068$ eV, $G=10$ K/mm, $\beta=3/2$, $\Omega=0.018\ \mathrm{nm^3}$, $\delta=0.262$ nm, $D_s=10^{-5}\ \mathrm{cm^2/s}$, $Q_s=1.4$ eV and $\gamma=2\ \mathrm{J/m^2}$. At $R=1\ \mu$m, $V_s=79.8$ nm/h.

**The net loss.** The outgoing flux is the sum of evaporated and reflected atoms, $\alpha\Phi+(1-\alpha)I$. Denote the mean over the sphere by angle brackets. Then

$$I=\alpha\langle\Phi\rangle+(1-\alpha)I,\qquad\text{so}\qquad I=\langle\Phi\rangle .$$

The net number of atoms leaving unit area is outgoing minus incoming:

$$j=\alpha\Phi+(1-\alpha)I-I=\alpha\left(\Phi-\langle\Phi\rangle\right).$$

To first order, $\Phi(T_w)=\Phi+(d\Phi/dT)\beta GR\cos\theta$. The mean of $\cos\theta$ is zero, so $j=\alpha(d\Phi/dT)\beta GR\cos\theta$. Again the sphere keeps its shape at this order.

It remains to differentiate $\Phi$. With a constant sublimation energy $L$ per atom, $p\propto e^{-L/kT}$, and the square root contributes a factor $T^{-1/2}$:

$$\frac1\Phi\frac{d\Phi}{dT}=\frac{L}{kT^2}-\frac1{2T}.$$

The speed is therefore

$$\boxed{V_v=\alpha\beta\,\Omega\Phi\left(\frac{L}{kT^2}-\frac1{2T}\right)GR} \tag{7}$$

It grows with $R$ because the flux is set by the temperature difference across the void, not by the gradient. There is no resistance between the walls that would grow with distance.

**Numbers.** Take $m=93$ atomic mass units, $p=10^{-3}$ Pa, $L=7.5$ eV and $\alpha=1$. Then $\Phi=5.58\times10^{18}\ \mathrm{m^{-2}s^{-1}}$ and $\Omega\Phi=1.00\times10^{-10}$ m/s. The bracket in (7) is

$$\frac{7.5}{0.2068\times2400}-\frac1{4800}=0.01511-0.00021=0.0149\ \mathrm{K^{-1}}.$$

At $R=1\ \mu$m,

$$V_v=1.5(1.00\times10^{-10})(0.0149)(10^4)(10^{-6})
=2.2\times10^{-14}\ \mathrm{m/s},$$

or 0.081 nm/h. At 1 mm it is a thousand times larger, 81 nm/h. The mean free path estimated from the vapour pressure is 83 m, so free flight is well justified. A computation with the full $\Phi(T)$ on the wall gave the exponent $1.0000$ between 1 and 100 µm.

## 11. Vapour in a gas-filled void

Now let the void also contain an inert gas of total pressure $P\gg p$. The pressure is uniform, and the vapour diffuses through the gas with diffusivity $D_g$. Its flux is driven by the gradient of the mole fraction $p_{\rm vap}/P$, and the total number density is $P/kT$. Thus

$$\mathbf J=-\frac{P}{kT}D_g\nabla\frac{p_{\rm vap}}P=-\frac{D_g}{kT}\nabla p_{\rm vap}.$$

Thermal diffusion of the vapour is neglected.

In the steady state $\nabla\cdot\mathbf J=0$, and to first order this is $\nabla^2p_{\rm vap}=0$. The solution that is regular at the centre and has the symmetry of the wall temperature is

$$p_{\rm vap}=p+a\,r\cos\theta.$$

The amplitude $a$ follows from the wall. Evaporation minus condensation per unit area is

$$j=h\,(p_{\rm eq}-p_{\rm vap}),\qquad h=\frac{\alpha}{\sqrt{2\pi mkT}},$$

where $p_{\rm eq}$ is the equilibrium pressure at the local wall temperature. This Hertz–Knudsen law assumes that the vapour next to the wall has the wall's temperature. The pressure difference is already of first order, so the variation of $h$ with temperature does not enter. This is why the small term $-1/2T$ of the vacuum result is absent here.

With $dp/dT=pL/kT^2$, the wall emits

$$j=h\left(\frac{pL}{kT^2}\beta G-a\right)R\cos\theta .$$

The same atoms must be carried away by diffusion. The flux into the void is opposite to the outward radial direction, so $j=-J_r=(D_g/kT)\,a\cos\theta$. Equating the two expressions and dividing by $h\cos\theta$,

$$\left(\frac{pL}{kT^2}\beta G-a\right)R=a\ell,\qquad
\ell=\frac{D_g}{hkT}=\frac{D_g\sqrt{2\pi mkT}}{\alpha kT}.$$

Hence $a=(pL\beta G/kT^2)\,R/(R+\ell)$, and from $V\cos\theta=\Omega j$

$$\boxed{V_g=\beta\,\Omega\frac{D_g}{kT}\frac{pL}{kT^2}\,G\,\frac{R}{R+\ell}} \tag{8}$$

The length $\ell$ compares two resistances in series: that of the wall, which is fixed, and that of the gas, which grows with $R$.

- For $R\gg\ell$ the gas limits the transport. At fixed $D_g$ the speed is independent of $R$. A larger void has a larger temperature difference but a longer path, and the two cancel.
- For $R\ll\ell$ the wall limits the transport. Since $D_g/\ell=hkT$ and $hp=\alpha\Phi$, (8) becomes $\alpha\beta\Omega\Phi(L/kT^2)GR$. This is (7) without the term $-1/2T$, whose relative size is $kT/2L$, or 1.4 % here.

Formula (8) is an interpolation. When $\alpha$ is near one, $\ell$ is of the order of the distance over which a vapour atom loses its direction of flight. This is a few mean free paths in a gas of similar atomic mass, and many in a much lighter gas. For $R$ near $\ell$ neither diffusion nor free flight is then a proper description.

**Gas pressure tied to the radius.** The plateau belongs to voids with the same gas pressure. Suppose instead that each void has adjusted its size until the gas balances surface tension, $P=2\gamma/R$. At fixed temperature $D_g\propto1/P\propto R$, and so also $\ell\propto R$. The last factor in (8) is then constant, and $V_g\propto R$. Doubling both $R$ and $D_g$, from $R=10\ \mu$m, gave a computed speed ratio of 2.0000.

**Numbers.** With $D_g=5\ \mathrm{cm^2/s}$, roughly that of a gas near atmospheric pressure at this temperature, $\ell=2.7\ \mu$m. The speed is 0.060 nm/h at 1 µm, 0.17 nm/h at 10 µm and 0.22 nm/h at both 100 µm and 1 mm. At 1 mm the gas has reduced the vapour drift from 81 to 0.22 nm/h.

## 12. Comparison, and the part played by the lattice

As long as adatoms stay in equilibrium with the wall, evaporation does not disturb the surface flux, and the contributions to $v_n$ add. For an empty void write $V_s=A/R$ and $V_v=CR$. They are equal at $R_*=\sqrt{A/C}$. Since $\beta$ and $G$ cancel,

$$R_*^2=\frac{2\delta D_sQ_s}{\alpha\Omega\Phi\,(L-kT/2)}. \tag{9}$$

The identity

$$\frac AR+CR=\left(\sqrt{A/R}-\sqrt{CR}\right)^2+2\sqrt{AC}$$

shows that, for positive $Q_s$, the sum is least at $R_*$. In the example $A=79.8$ nm/h·µm and $C=0.0808$ nm/h per µm. This gives $R_*=31\ \mu$m and a least speed of $2\sqrt{AC}=5.1$ nm/h. With the gas of section 11, held at fixed pressure, equality moves to 0.36 mm.

These figures concern two routes. Whether they describe the void depends on what the lattice does.

**Drift through the lattice.** Let $D_L$ be the lattice self-diffusivity without correlation, that is, the measured tracer value divided by the correlation factor (0.727 for vacancies in a bcc lattice), and write the atom flux as

$$\mathbf J=-\frac{D_L}{\Omega kT}\left(\nabla\mu+\frac{Q_L}{T}\nabla T\right),$$

where $\mu$ is the departure of the chemical potential from its value at vacancy equilibrium, and $Q_L$ is the corresponding heat. At the void wall vacancies are in equilibrium, so $\mu=0$. With no vacancy sources nearby, $\nabla\cdot\mathbf J=0$, and since $\nabla^2T=0$ also $\nabla^2\mu=0$. Two far conditions mark out a range.

If vacancies are in equilibrium far away, $\mu=0$ everywhere. For an insulating void $\partial T/\partial r=0$ at the wall, so no atoms leave it through the lattice, and the contribution is zero.

If there is no atom flux far away, then $\mu\to-(Q_LG/T)\,r\cos\theta$ plus a constant. We set the constant to zero, which places the void on the plane where the vacancies are in equilibrium. A void off that plane also grows or shrinks: for $|Q_L|=1$ eV a distance of about 0.1 mm changes $\mu$ by as much as the capillary term $2\Omega\gamma/R$ of a 1 µm void. The solution vanishing at the wall is

$$\mu=-\frac{Q_LG}{T}\left(r-\frac{R^3}{r^2}\right)\cos\theta .$$

The radial derivative of the bracket at $r=R$ is 3. The flux leaving the wall is $J_r=3D_LQ_LG\cos\theta/(\Omega kT^2)$, and

$$V_L=\frac{3D_LQ_LG}{kT^2}. \tag{10}$$

With $D_L=10^{-9}\ \mathrm{cm^2/s}$ and $|Q_L|=1$ eV this is 22 nm/h, of either sign. It exceeds $V_s$ for $R>3.7\ \mu$m and $V_v$ for $R<0.27$ mm. The least speed of 5.1 nm/h at 31 µm lies well inside this range, so lattice drift can hide the crossover altogether. The value of $|Q_L|$ is a model choice, and $V_L$ is proportional to it. With 2 eV the lattice drift would be 44 nm/h and would exceed $V_s$ already above 1.8 µm.

**Shrinkage.** An empty void also fills up if vacancies can escape to distant sinks or into a large volume of lattice. From section 7 the chemical potential at the wall is $-2\Omega\gamma/R$. Outside, the spherical solution is $\mu=-2\Omega\gamma/r$, with slope $2\Omega\gamma/R^2$ at the wall. The atom flux is directed inward, and

$$\frac{dR}{dt}=\Omega J_r=-\frac{2\gamma\Omega D_L}{kTR^2}. \tag{11}$$

For $R=1\ \mu$m this is 782 nm/h, ten times the surface drift. The two rates are equal at $R_e=9.8\ \mu$m. Dividing $V_s=A/R$ by the shrinkage rate gives $V_s/|dR/dt|=R/R_e$. The distance drifted by surface diffusion before a void of initial radius $R_0$ closes is therefore

$$\int_0^{R_0}\frac{R}{R_e}\,dR=\frac{R_0^2}{2R_e}.$$

For $R_0=1\ \mu$m this is about 50 nm, a twentieth of the radius.

Taken together, the two estimates leave no range of radii in this example where surface drift of an empty void surely dominates. Below 9.8 µm shrinkage may be faster, and above 3.7 µm lattice drift may be. The surface law remains correct for its own contribution. In this example it dominates if shrinkage is stopped, for instance by gas that balances surface tension, and if $R$ is well below 3.7 µm. A lack of sinks is not enough by itself, because the lattice takes up vacancies too. In a closed region of radius $b$ with equilibrium vacancy fraction $c_v$, the emitted vacancies raise the supersaturation by $(R_0^3-R^3)/(b^3c_v)$, and shrinkage halts only if this reaches $2\Omega\gamma/(RkT)$. For $R_0=1\ \mu$m and $c_v$ between $10^{-6}$ and $10^{-4}$ this needs $b$ below about 0.6 to 0.1 mm; in a larger sink-free region the void still closes. At 1 µm the lattice drift may still be about a quarter of it.

## 13. Large voids

For large voids four assumptions need a second look. The first is that the void does not conduct heat. Black walls radiate $\sigma T^4$, where $\sigma$ is the Stefan–Boltzmann constant, and the uniform exchange found in section 10 holds for radiation too. The net emission is $4\sigma T^3\beta GR\cos\theta$. A medium of conductivity $k_v$ would carry $k_v\beta G\cos\theta$ away from the wall, so radiation acts as

$$k_v=4\sigma T^3R.$$

At $R=1$ mm this is 3.1 W/(m K). Against 80 W/(m K) for the solid, it lowers $\beta$ from 1.50 to 1.47, and all speeds proportional to $\beta$ by about 2 %. Walls that are not black exchange less.

The second is the linear expansion. At 1 mm the temperatures of the two poles differ by $\pm15$ K from the mean. The full emission law then gives a vacuum speed 0.4 % above (7).

The third is free flight, which the mean free path of 83 m amply secures.

The fourth is the spherical shape. At second order in $G$ the emission law adds to $v_n$ a term in $P_2(\cos\theta)$, which does not move the centroid but deforms the wall. Its amplitude is about 0.7 % of $V_v$ at 100 µm and 7 % at 1 mm. Surface tension opposes it through the surface, vapour and lattice routes, at rates that fall with $R$. In the example the steady distortion is at most about one per cent of the radius at 31 µm and a tenth or more at 100 µm, and at 1 mm surface tension does not hold it. A 1 mm void therefore departs from a sphere by several per cent for each radius it travels, and (7) applies only while the distance travelled is modest.

## 14. The example beside real niobium

The atomic mass and volume are those of niobium. The vapour pressure, the sublimation energy and the diffusivities are rough values of the order expected for this metal at 2400 K, about 350 K below melting. The heats of transport are model choices, and even their signs are assumed. The results are therefore estimates of order of magnitude for an idealised void, not predictions for a specimen.

A real surface may be faceted or covered in part by impurities, which breaks the assumption of one clean, isotropic $D_s$. Formula (6) is linear in $D_s$. If impurities changed $D_s$ tenfold with all else fixed, $V_s$ would change tenfold and $R_*$ by $\sqrt{10}\approx3.2$. Real specimens also contain dislocations and grain boundaries, which can act as vacancy sinks. They matter as well. An empty 1 µm void, drifting at 80 nm/h, also shrinks: at some 800 nm/h if the sinks are far away or the surrounding solid is large, and faster if they are near. They also affect the lattice drift, for which the two far conditions of section 12 gave zero and about 22 nm/h in magnitude.

Measured speeds could be assigned to a route by their dependence on $R$ only under matching conditions. Temperature and gradient must be the same for all voids, the gas pressure must be known, and the lattice contribution must be shown to be small. A speed independent of $R$ may come from vapour in a gas at fixed pressure, by (8), or from the lattice, by (10). A speed proportional to $R$ may come from an empty void or from one whose gas balances surface tension. The remaining values for the four radii are in the numerical output.

## Calculated quantities

```
temperature: 2400 K
far gradient: 10.0 K/mm
atomic volume: 0.0180 nm^3
atomic mass: 93 u
surface layer thickness: 0.262 nm
surface diffusivity: 1.00e-05 cm^2/s
adatom formation energy: 1.00 eV
adatom heat of transport: 0.40 eV
effective surface heat: 1.40 eV
sublimation energy: 7.50 eV
vapour pressure: 1.00e-03 Pa
sticking probability in example: 1.0
evaporation flux: 5.577e+18 m^-2 s^-1
thermal energy kT: 0.2068 eV
gas diffusivity: 5.00 cm^2/s
gas exchange length: 2.706 um
computed insulating-void beta: 1.50000
computed surface radius exponent: -1.0000
computed vacuum radius exponent: 1.0000
computed large-void gas exponent: 0.0012
balanced-gas speed ratio on doubling R: 2.0000
R=1 um; surface: 79.83 nm/h
  vacuum vapour: 0.08078 nm/h
  vapour in gas: 0.05981 nm/h
  possible shrinkage: 782.2 nm/h
R=10 um; surface: 7.983 nm/h
  vacuum vapour: 0.8078 nm/h
  vapour in gas: 0.1744 nm/h
  possible shrinkage: 7.822 nm/h
R=100 um; surface: 0.7983 nm/h
  vacuum vapour: 8.078 nm/h
  vapour in gas: 0.2158 nm/h
  possible shrinkage: 0.07822 nm/h
R=1000 um; surface: 0.07983 nm/h
  vacuum vapour: 80.78 nm/h
  vapour in gas: 0.221 nm/h
  possible shrinkage: 0.0007822 nm/h
surface-vacuum crossover: 31.44 um
minimum summed speed: 5.079 nm/h
surface-gas crossover: 362.9 um
lattice diffusivity: 1.00e-09 cm^2/s
lattice heat magnitude: 1.00 eV
lattice drift upper estimate: 21.76 nm/h
surface equals lattice estimate: 3.67 um
vapour equals lattice estimate: 269.4 um
shrinkage equals surface drift: 9.80 um
surface tension: 2.00 J/m^2
surface-tension slope: -2.0e-04 J/(m^2 K)
capillary speed change, 1 um: -0.177 %
solid conductivity: 80.0 W/(m K)
radiative conductivity, 1 mm: 3.135 W/(m K)
beta with black radiation, 1 mm: 1.4712
vacuum nonlinearity, 1 mm: 0.418 %
vapour mean free path: 82.9 m
```
